\section*{Saturated ballistic current of a two-dimensional channel at fixed density}

\section*{The question}

An n-type transistor has a channel one atomic layer thick. Current flows along $x$, and the channel is wide along $y$. Its conduction band is parabolic and isotropic with mass $m=0.5\,m_e$. There are two spins and two equivalent valleys, so the total degeneracy is $g=4$. The potential along $x$ has a smooth maximum near the source, the barrier top. Energies are measured from the band edge there. The gate holds the sheet density at this point at $n=10^{13}\ \mathrm{cm^{-2}}$.

Unless a part says otherwise, the temperature is zero and electrons neither scatter nor tunnel. Both contacts are wide reservoirs in equilibrium. $J$ is the magnitude of the current per unit width, and $e>0$.

\section*{Part (a): which states are filled?}

\textbf{Question.} The drain bias is large enough that no electron from the drain reaches the barrier top. Find the largest occupied wavenumber $k_s$ and energy $E_s$, and compare them with equilibrium at the same density.

\textbf{Answer.} Without scattering, an electron at the barrier top with $k_x>0$ came from the source, and one with $k_x<0$ came from the drain. The potential does not depend on $y$, so $k_y$ is conserved. The mass is uniform, so the transverse energy adds the same constant everywhere, and the barrier top is the highest point for every $k_y$. The forward states are therefore filled up to the source Fermi level and the backward states are empty: the occupied region is half a disc.

Each spin and valley has $1/(2\pi)^2$ states per unit area of channel and of $k$ space. The half disc has area $\pi k_s^2/2$, so
\begin{equation}
n=\frac{g}{4\pi^2}\,\frac{\pi k_s^2}{2}=\frac{g k_s^2}{8\pi},
\qquad k_s=\sqrt{\frac{8\pi n}{g}} .
\end{equation}
The energy at its edge is
\begin{equation}
E_s=\frac{\hbar^2k_s^2}{2m}=\frac{4\pi\hbar^2 n}{g m}.
\end{equation}
In equilibrium the whole disc is filled, $n=gk_{\rm eq}^2/(4\pi)$. At equal density $k_s=\sqrt2\,k_{\rm eq}$ and $E_s=2E_{\rm eq}$.

With $n=0.1\ \mathrm{nm^{-2}}$ and $g=4$, $k_s=\sqrt{2\pi\times0.1}=0.793\ \mathrm{nm^{-1}}$, against $k_{\rm eq}=0.560\ \mathrm{nm^{-1}}$. The energies are $E_s=47.9$ meV and $E_{\rm eq}=23.9$ meV. Emptying the backward states removes charge; to restore it, the barrier top moves down by 23.9 meV relative to the source Fermi level.

\section*{Part (b): the saturated current}

\textbf{Question.} Find the mean forward velocity and the current, first as formulas and then as numbers.

\textbf{Answer.} A state at angle $\theta$ to the channel has $v_x=(\hbar k/m)\cos\theta$. Summing over the half disc gives
\begin{align}
J&=\frac{ge}{4\pi^2}\int_0^{k_s}\!k\,dk\int_{-\pi/2}^{\pi/2}\!d\theta\,
\frac{\hbar k}{m}\cos\theta\notag\\
&=\frac{ge\hbar}{4\pi^2m}\,\frac{k_s^3}{3}\,2
=\frac{ge\hbar k_s^3}{6\pi^2m}.
\label{eq:jk}
\end{align}
Division by $en=egk_s^2/(8\pi)$ gives the mean velocity,
\begin{equation}
\langle v_x\rangle=\frac{g\hbar k_s^3}{6\pi^2m}\,\frac{8\pi}{gk_s^2}
=\frac{4}{3\pi}\,\frac{\hbar k_s}{m}.
\end{equation}
The factor is $(2/3)(2/\pi)$: the mean speed in a disc is two thirds of the edge speed, and the mean of $\cos\theta$ over the forward half circle is $2/\pi$. Inserting $k_s$ and using $\sqrt{8\pi}=2\sqrt{2\pi}$,
\begin{equation}
J_{\rm sat}=en\,\frac{4\hbar}{3\pi m}\sqrt{\frac{8\pi n}{g}}
=\frac{8e\hbar}{3m}\sqrt{\frac{2}{\pi g}}\;n^{3/2}.
\label{eq:jsat}
\end{equation}

The edge velocity is $v_s=\hbar k_s/m=1.835\times10^5$ m/s, and the mean is $0.4244\,v_s=7.79\times10^4$ m/s. Hence
\begin{align}
J_{\rm sat}&=(1.602\times10^{-19}\,\mathrm C)(10^{17}\,\mathrm{m^{-2}})
(7.79\times10^4\,\mathrm{m/s})\notag\\
&=1248\ \mathrm{A/m}=1.25\ \mathrm{mA/\mu m}.
\end{align}

Doubling $n$ more than doubles $J_{\rm sat}$, because the added electrons occupy faster states. At fixed $n$ and $m$, a larger degeneracy lowers the current: more valleys share the electrons and each is filled less deeply. The phrase ``fourfold spin-valley degeneracy'' must therefore be read as $g=4$ in total. Four valleys with two spins each would give $g=8$ and a current smaller by $\sqrt2$.

\section*{Part (c): the same current from transverse modes}

\textbf{Question.} Recover the current by treating each $k_y$ as a one-dimensional conductor.

\textbf{Answer.} A mode with transverse energy $\varepsilon=\hbar^2k_y^2/(2m)$ is filled from $\varepsilon$ to $E_s$. Since $v_x=\hbar^{-1}\partial E/\partial k_x$, its current per spin and valley is
\begin{equation}
I=e\int\frac{dk_x}{2\pi}\,\frac1\hbar\frac{\partial E}{\partial k_x}
=\frac eh\,(E_s-\varepsilon).
\end{equation}
The velocity has cancelled the one-dimensional density of states. There are $dk_y/(2\pi)$ modes per unit width, so
\begin{align}
J&=\frac{ge}{h}\int_{-k_s}^{k_s}\frac{dk_y}{2\pi}\,
\frac{\hbar^2}{2m}(k_s^2-k_y^2)\notag\\
&=\frac{ge}{h}\,\frac{\hbar^2}{4\pi m}\,\frac{4k_s^3}{3}
=\frac{ge\hbar k_s^3}{6\pi^2m},
\end{align}
where $h=2\pi\hbar$ was used last. This is Eq.~(\ref{eq:jk}). A sum over the discrete modes of a strip $2\ \mathrm{\mu m}$ wide, with antiperiodic edges (so that $k_y$ takes half-odd multiples of $2\pi$ divided by the width), also gives $1.248\ \mathrm{mA/\mu m}$.

\section*{Part (d): how much drain bias is needed?}

\textbf{Question.} The density remains fixed while the drain bias $V$ varies. Find $J(V)$, the onset of saturation and the low-bias resistance.

\textbf{Answer.} Let the forward states be filled to $\mu_s$ and the backward states to $\mu_d=\mu_s-eV$. By part (a), a half disc filled to $\mu$ contains $gm\mu/(4\pi\hbar^2)$ electrons per area. Fixed density therefore means $\mu_s+\mu_d=E_s$, so that
\begin{equation}
\mu_s=\tfrac12(E_s+eV),\qquad \mu_d=\tfrac12(E_s-eV).
\end{equation}
Each half disc carries a current proportional to $\mu^{3/2}$, and the two currents oppose each other. With $u=eV/E_s$,
\begin{equation}
\frac{J}{J_{\rm sat}}=\left(\frac{1+u}{2}\right)^{3/2}
-\left(\frac{1-u}{2}\right)^{3/2},\qquad 0\le u\le1 .
\label{eq:bias}
\end{equation}
At $u=1$ the backward half disc vanishes. Saturation begins at $V=E_s/e=47.9$ mV, and for larger $V$ the current is constant. At half this bias the fraction is $0.75^{3/2}-0.25^{3/2}=0.525$.

The slope of Eq.~(\ref{eq:bias}) at $u=0$ is $3/(2\sqrt2)$. From Eq.~(\ref{eq:jk}), $J_{\rm sat}/E_s=gek_s/(3\pi^2\hbar)$. The low-bias conductance per unit width is thus
\begin{equation}
G=\frac{3e}{2\sqrt2}\,\frac{gek_s}{3\pi^2\hbar}
=\frac{ge^2k_{\rm eq}}{2\pi^2\hbar}
=\frac{ge^2}{h}\,\frac{k_{\rm eq}}{\pi},
\label{eq:g}
\end{equation}
with $k_s=\sqrt2k_{\rm eq}$. Its inverse is $36\ \Omega\,\mathrm{\mu m}$. This resistance remains in a channel without scattering, because a finite width offers a finite number of modes.

\section*{Part (e): two other fillings}

\textbf{Question.} What current results if (i) the backward states are emptied but the source Fermi level stays at $E_{\rm eq}$, and (ii) the full density is multiplied by the mean velocity of a half disc of radius $k_{\rm eq}$?

\textbf{Answer.} In case (i) half the electrons are gone. Since $J\propto n^{3/2}$, the current is $J_{\rm sat}/2^{3/2}=0.441\ \mathrm{mA/\mu m}$. This is a possible state, but its density is $n/2$. In case (ii) the velocity is too small by $\sqrt2$ and the product is $0.882\ \mathrm{mA/\mu m}$. This describes no filling of the assumed kind, because a forward half disc of radius $k_{\rm eq}$ cannot hold the density $n$.

\section*{Part (f): room temperature}

\textbf{Question.} Find the ballistic current at 300 K with $n$ fixed and drain injection still negligible. Must it exceed the zero-temperature value?

\textbf{Answer.} Let $f(E)=1/(1+e^{E/k_BT-\eta})$, where $\eta k_BT$ is the source Fermi level. The forward density of states is $gm/(4\pi\hbar^2)$, so
\begin{equation}
n=\frac{gm}{4\pi\hbar^2}\int_0^\infty f\,dE
=\frac{gmk_BT}{4\pi\hbar^2}\ln(1+e^\eta).
\end{equation}
Comparison with $E_s$ gives $\eta=\ln(e^{E_s/k_BT}-1)$. With $k_BT=25.85$ meV, $E_s/k_BT=1.85$ and the Fermi level lies at 43.5 meV.

At energy $E$ there are $2k/(2\pi)=k/\pi$ open modes per width, so $J=(ge/h)\int(k/\pi)f\,dE$. As $k\propto\sqrt E$, division by the zero-temperature integral $\int_0^{E_s}\sqrt E\,dE=\frac23E_s^{3/2}$ gives
\begin{equation}
\frac{J(T)}{J_{\rm sat}}=\frac32\left(\frac{k_BT}{E_s}\right)^{3/2}
\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\end{equation}
The result is $1.57\ \mathrm{mA/\mu m}$, an increase of 25\%.

The increase is general for this band at fixed density. Let $f_0$ be the step that ends at $E_s$. Equal densities mean $\int(f-f_0)\,dE=0$, hence
\begin{equation}
\int_0^\infty\!\sqrt E\,(f-f_0)\,dE
=\int_0^\infty(\sqrt E-\sqrt{E_s})(f-f_0)\,dE\ge0,
\end{equation}
because both factors are negative below $E_s$ and positive above it. The value of part (b) is thus not an upper bound on ballistic current at this density.

In the opposite, dilute limit $E_s\ll k_BT$, $f\simeq e^{\eta-x}$ and $\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2$. Then
\begin{equation}
\frac{J}{en}=\frac{1}{2\pi\hbar}\,\frac{\sqrt{2mk_BT}}{\pi\hbar}\,
\frac{\sqrt\pi}{2}\,\frac{4\pi\hbar^2}{m}
=\sqrt{\frac{2k_BT}{\pi m}},
\end{equation}
which no longer depends on density. The example is in neither limit: its current of $1.57\ \mathrm{mA/\mu m}$ exceeds both the zero-temperature value, 1.25, and the dilute expression, which would give 1.22.

\section*{Part (g): backscattering}

\textbf{Question.} Suppose that electrons can return to the source only from the first $\ell=2$ nm beyond the barrier top. Estimate the zero-temperature current at fixed $n$ for a mobility of $50\ \mathrm{cm^2/(V\,s)}$.

\textbf{Answer.} Let $F_\pm$ be the forward and backward fluxes and $\lambda$ the backscattering mean free path. In the two-flux model
\begin{equation}
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\end{equation}
The net flux $F=F_+-F_-$ is constant. With $F_-(\ell)=0$ one finds $F_-(0)=F\ell/\lambda$ and $F_+(0)=F(1+\ell/\lambda)$. The transmission is
\begin{equation}
\mathcal T=\frac{F}{F_+(0)}=\frac{\lambda}{\lambda+\ell}.
\end{equation}

Returning electrons also count towards the fixed density. As a simplification, take the scattering at the barrier top to be elastic and the backward states to be filled, equally in all directions, with the fraction $1-\mathcal T$ of the forward occupation. Then $n=n_+(2-\mathcal T)$. The forward current scales as $n_+^{3/2}$, and a fraction $\mathcal T$ of it survives:
\begin{equation}
\frac{J}{J_{\rm sat}}=\frac{\mathcal T}{(2-\mathcal T)^{3/2}} .
\end{equation}

The mean free path follows from the mobility. In a long channel at low bias $\mathcal T\simeq\lambda/L$, so the sheet conductivity is $G\lambda$. Equating this to the Drude value $ne^2\tau/m$, with $n=gk_{\rm eq}^2/(4\pi)$ and Eq.~(\ref{eq:g}), gives
\begin{equation}
\lambda=\frac{\pi h}{ge^2k_{\rm eq}}\,\frac{gk_{\rm eq}^2}{4\pi}\,
\frac{e^2\tau}{m}=\frac{\pi}{2}\,\frac{\hbar k_{\rm eq}}{m}\,\tau .
\end{equation}
The mobility corresponds to $\tau=14.2$ fs, hence $\lambda=2.90$ nm and $\mathcal T=2.90/4.90=0.592$. The current falls to $0.592/1.408^{3/2}=0.354$ of the ballistic value, or $0.44\ \mathrm{mA/\mu m}$. Its closeness to case (i) of part (e) is a coincidence of the chosen numbers. The estimate carries a low-field mean free path into a high-field region and depends directly on the assumed $\ell$, so it gives a size only. The two-flux form and the single $\lambda$ also err on the high side. Resolving angles in a field-free 2 nm region with isotropic elastic scattering gives about $0.40\ \mathrm{mA/\mu m}$ at the same mean free path. It gives about $0.34\ \mathrm{mA/\mu m}$ if $\tau$ is independent of energy, because slower electrons then have shorter paths. The cut at $\ell$ presumes that electrons lose energy farther down the slope. With elastic scattering alone, some would still climb back from there, and the current would be lower. The classical picture of scattering is also at its limit here: the product of $k_{\rm eq}$ and the distance $\hbar k_{\rm eq}\tau/m$ is only about 1, and the wavelength $2\pi/k_s=7.9$ nm exceeds $\ell$. If the mobility is a room-temperature value, the zero-temperature filling used to convert it into $\lambda$ is a further approximation.

\section*{Part (h): fixed gate voltage and source resistance}

\textbf{Question.} The gate insulator is equivalent to 1 nm of oxide with relative permittivity 3.9. The gate voltage is set to give $n=10^{13}\ \mathrm{cm^{-2}}$ in equilibrium and then held. Find the saturated ballistic current at zero temperature, without and with a source resistance $R=100\ \Omega\,\mathrm{\mu m}$.

\textbf{Answer.} Measure the overdrive $V_g$ from the point where the source Fermi level meets the barrier top. It supplies the insulator voltage and the filling energy. The field in the equivalent oxide is 4.64 MV/cm, which over 1 nm gives 0.464 V. A thicker insulator of higher permittivity with the same capacitance has the same voltage but a lower field. Adding $E_{\rm eq}/e=0.024$ V gives $V_g=0.488$ V.

In saturation the new density $n'$ obeys
\begin{equation}
V_g=\frac{en'}{C}+\frac{E_s(n')}{e}+J_{\rm sat}(n')R ,
\end{equation}
where $C$ is the insulator capacitance per area and the drain is assumed to have no electrostatic influence on the barrier. For $R=0$ the equation is linear,
\begin{equation}
\frac{n'}{n}=\frac{0.464+0.024}{0.464+0.048}=0.953,
\end{equation}
and the current is $0.953^{3/2}J_{\rm sat}=1.16\ \mathrm{mA/\mu m}$. Fixed density is thus a good approximation here, with an error of 7\% of $J_{\rm sat}$.

With the resistance, the solution is $n'=7.84\times10^{12}\ \mathrm{cm^{-2}}$ and $J=0.87\ \mathrm{mA/\mu m}$. The resistance takes 0.087 V from the overdrive, which lowers both the number of electrons and their velocity.

\section*{Part (i): smaller corrections and real channels}

\textbf{Question.} Size the effects of a wave-like barrier, a nonparabolic band and a small spin splitting. Which assumptions matter most in a real monolayer channel?

\textbf{Answer.} Approximate the barrier by an inverted parabola that falls by $E_s$ over $b=5$ nm. From $\frac12m\omega^2b^2=\frac12mv_s^2$, $\hbar\omega=\hbar v_s/b=24.2$ meV. An electron with longitudinal energy $E_x$ is transmitted with probability $1/(1+e^{-2\pi E_x/\hbar\omega})$. Direct integration of the wave equation at $E_x/\hbar\omega=-0.3$ and $0.2$ agrees with this formula within 0.2\%. At fixed Fermi level the current rises by 0.8\%: tunnelling below the top slightly outweighs reflection above it, since more transverse states are available at lower $E_x$. The change scales roughly as $1/b^2$: it is 0.2\% for $b=10$ nm and about 5\% for $b=2$ nm.

For a gap $E_g=2$ eV, take $E(1+E/E_g)=P$ with $P=\hbar^2k^2/(2m)$. To first order $E=P-P^2/E_g$. Integrating $\int k\,dE$ by parts changes it by $-\frac45k_sE_s^2/E_g$, compared with $\frac23k_sE_s$. The relative change is $-\frac65E_s/E_g=-2.9\%$; the full relation gives $-2.7\%$. This relation is a two-band model that a real band need not follow, so only the order of a few percent carries over. A spin splitting of 3 meV makes one pair of bands deeper and the other shallower. For equal masses the first-order changes cancel, leaving $+0.04\%$; spin-dependent masses differing by $\pm4.5\%$ turn this into about $\pm0.1\%$.

The parameters are those of a monolayer MoS$_2$ channel in rough terms: a mass near 0.5, two valleys, a spin splitting of a few meV and room-temperature mobilities of some tens of $\mathrm{cm^2/(V\,s)}$. The density is that of a strongly switched-on device. A source resistance of $100\ \Omega\,\mathrm{\mu m}$ is favourable; contacts can be several times worse. With the values assumed here, the neglect of scattering matters most: including it in part (g) moves the current from 1.25 to about $0.44\ \mathrm{mA/\mu m}$. Contact resistance and temperature come next, each changing the current by about a quarter: the resistance moves it from 1.16 to $0.87\ \mathrm{mA/\mu m}$ at fixed gate voltage, and going from zero temperature to 300 K moves it from 1.25 to $1.57\ \mathrm{mA/\mu m}$ at fixed density. This order depends on the assumed $\ell$ and $R$: with $R=500\ \Omega\,\mathrm{\mu m}$ the equation of part (h) gives about $0.45\ \mathrm{mA/\mu m}$, a loss comparable to that from scattering. These estimates were made separately and should not be multiplied into a device prediction. Higher valleys, which could fill at room temperature, are left out.

Heating also matters. At a drain bias of 0.5 V and a channel length of 10 nm, the ballistic current delivers $6.2\ \mathrm{MW/cm^2}$ if all the power is assigned to the channel area. In a ballistic device much of it is released in the drain instead. The temperature rise depends on the heat path and is not determined here. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Sheet density: 1.00e+13 cm^-2
Band mass: 0.50 m_e
Total spin-valley degeneracy: 4
Equilibrium Fermi wavenumber: 0.5605 nm^-1
Saturated Fermi wavenumber: 0.7927 nm^-1
Equilibrium filling energy: 23.94 meV
Saturated filling energy: 47.88 meV
Maximum forward velocity: 1.8353e+05 m/s
Mean forward velocity: 7.7893e+04 m/s
Saturated current, formula: 1.2480 mA/um
Saturated current, formula: 1248.0 A/m
Saturated current, discrete states: 1.2480 mA/um
Saturated current, transverse modes: 1.2480 mA/um
Drain bias at saturation, T=0: 47.88 mV
Current fraction at half that bias: 0.5245
Low-bias ballistic resistance: 36.17 ohm um
Current if density is not restored: 0.4412 mA/um
Slip: full density, equilibrium radius: 0.8825 mA/um
Temperature of use: 300 K
Thermal energy: 25.85 meV
Source Fermi level at 300 K: 43.46 meV
Ballistic current at 300 K, same density: 1.5657 mA/um
Thermal change of current: 25.5 %
Rough mobility: 50 cm^2/(V s)
Scattering time: 14.21 fs
Backscattering mean free path: 2.90 nm
Rough critical length: 2.0 nm
Transmission with scattering: 0.592
Current with scattering, T=0: 0.442 mA/um
Equivalent oxide thickness: 1.0 nm
Oxide relative permittivity: 3.9
Equivalent-oxide field: 4.64 MV/cm
Gate overdrive for equilibrium density: 0.488 V
Saturated density at fixed gate: 9.532e+12 cm^-2
Saturated current at fixed gate: 1.161 mA/um
Rough source resistance: 100 ohm um
Density at fixed gate with resistance: 7.840e+12 cm^-2
Current at fixed gate with resistance: 0.866 mA/um
Barrier length scale: 5.0 nm
Barrier quantum hbar*omega: 24.16 meV
Barrier-wave change, fixed Fermi level: 0.80 %
Rough band gap: 2.0 eV
Nonparabolic change of current: -2.73 %
Rough spin splitting: 3.0 meV
Spin-splitting change of current: 0.037 %
Drain bias for heat estimate: 0.50 V
Channel length: 10.0 nm
Heat density if all power stays in channel: 6.24 MW/cm^2
\end{verbatim}
